\section*{Directions of Zero Thermal Expansion in Orthorhombic NiSi, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions, and the cone from the stretching of lines}

\subsection{Axes, coefficients and angles}

Nickel monosilicide, NiSi, has an orthorhombic unit cell: its three edges are mutually perpendicular and have different lengths $L_a$, $L_b$ and $L_c$. The axes are labelled in the $Pnma$ setting. The linear expansion coefficient along axis $i$ is the relative change of length per unit change of temperature,
\begin{equation}
\alpha_i=\frac{1}{L_i}\frac{dL_i}{dT},\qquad i=a,b,c .
\label{eq:def}
\end{equation}
The values treated here are
\begin{equation}
\alpha_a=42,\qquad \alpha_b=-43,\qquad \alpha_c=34\quad\text{ppm/K},
\label{eq:values}
\end{equation}
where $1$ ppm is $10^{-6}$. On heating, the crystal grows along $a$ and $c$ and shrinks along $b$. These values are representative of temperatures near $200$--$250\,^\circ$C, or of averages between room temperature and about $450\,^\circ$C. The measured coefficients of NiSi depend strongly on temperature: near room temperature all three are much smaller, $\alpha_b$ being only of the order of $-5$ ppm/K against roughly $20$ ppm/K for $a$ and $c$. For a finite temperature change $\Delta T$ the coefficients are taken as constant and referred to the starting length, so that each edge is multiplied by
\begin{equation}
\lambda_i=1+\alpha_i\Delta T .
\label{eq:lambda}
\end{equation}

A direction is a unit vector $\mathbf n=(n_a,n_b,n_c)$ with $n_a^2+n_b^2+n_c^2=1$. The vectors $\mathbf n$ and $-\mathbf n$ describe the same line. Because $b$ is the axis with the exceptional sign, angles are measured from it:
\begin{equation}
n_a=\sin\theta\cos\phi,\qquad n_b=\cos\theta,\qquad n_c=\sin\theta\sin\phi .
\label{eq:angles}
\end{equation}
Here $\theta$ is the angle from $b$, and $\phi$ is the azimuth, counted from $a$ towards $c$. The $ab$ plane is $\phi=0$ and the $bc$ plane is $\phi=90^\circ$.

The crystal is single, free of stress and uniform in temperature, and it stays in the same phase. Under these conditions three numbers describe its expansion completely. In general, thermal strain per kelvin is a symmetric tensor with six components. The orthorhombic point group of NiSi contains a mirror perpendicular to each axis. The mirror perpendicular to $a$ reverses the $a$ coordinate and therefore reverses the signs of the components $\alpha_{ab}$ and $\alpha_{ac}$. The crystal is unchanged by the mirror, so these components must equal their own negatives, and they vanish. The mirror perpendicular to $b$ removes $\alpha_{bc}$ in the same way. The tensor is diagonal, and the right angles of the cell survive heating.

\subsection{The length of a line in any direction}

Mark a straight line of unit length along $\mathbf n$ in the cold crystal. Its projections on the axes are $n_a$, $n_b$ and $n_c$. Heating multiplies each projection by its own factor, so the line becomes the vector $(\lambda_an_a,\lambda_bn_b,\lambda_cn_c)$. Its length $r$ follows from Pythagoras:
\begin{align}
r^2&=\sum_i\lambda_i^2n_i^2
=\sum_i\left(1+2\alpha_i\Delta T+\alpha_i^2\Delta T^2\right)n_i^2\notag\\
&=1+2\Delta T\sum_i\alpha_in_i^2+\Delta T^2\sum_i\alpha_i^2n_i^2 .
\label{eq:rsq}
\end{align}
The leading $1$ is the sum of the $n_i^2$. A rigid rotation of the whole crystal would not alter $r$, so none needs to be specified.

The linear expansion coefficient along $\mathbf n$ is $dr/d\Delta T$ at $\Delta T=0$, because the starting length is one. Differentiating both sides of \eqref{eq:rsq} gives
\begin{equation}
2r\frac{dr}{d\Delta T}=2\sum_i\alpha_in_i^2+2\Delta T\sum_i\alpha_i^2n_i^2 .
\end{equation}
At $\Delta T=0$ the last term vanishes and $r=1$. Hence
\begin{equation}
\alpha(\mathbf n)=\alpha_an_a^2+\alpha_bn_b^2+\alpha_cn_c^2 .
\label{eq:alphan}
\end{equation}
The squares have a simple origin. One factor $n_i$ measures how much of the line lies along axis $i$ and is therefore stretched; the other projects that stretch back onto the line.

\subsection{The cone}

A direction has zero linear expansion when \eqref{eq:alphan} vanishes. With the values \eqref{eq:values}, this condition is
\begin{equation}
42\,n_a^2+34\,n_c^2=43\,n_b^2 .
\label{eq:cone}
\end{equation}
Every term is quadratic. If a vector satisfies the equation, so does any multiple of it, and the solutions form straight lines through the origin: a double cone.

To find its opening, insert the angles \eqref{eq:angles} in \eqref{eq:alphan}:
\begin{equation}
\alpha(\theta,\phi)=A(\phi)\sin^2\theta+\alpha_b\cos^2\theta,
\qquad A(\phi)=\alpha_a\cos^2\phi+\alpha_c\sin^2\phi .
\label{eq:A}
\end{equation}
The quantity $A(\phi)$ is the expansion coefficient of the direction at azimuth $\phi$ in the $ac$ plane. It lies between 34 and 42 ppm/K. At $\theta=90^\circ$ the expansion equals $A$, which is not zero, so no solution has $\cos\theta=0$. Setting \eqref{eq:A} to zero and dividing by $\cos^2\theta$ is therefore allowed, and gives
\begin{equation}
\tan^2\theta_0(\phi)=\frac{-\alpha_b}{A(\phi)}
=\frac{43}{42\cos^2\phi+34\sin^2\phi} .
\label{eq:theta0}
\end{equation}
This is the required cone. In three azimuths it gives
\begin{align}
\phi=0:&\quad \tan^2\theta_0=43/42,&\theta_0&=45.3^\circ,\notag\\
\phi=45^\circ:&\quad \tan^2\theta_0=43/38,&\theta_0&=46.8^\circ,\notag\\
\phi=90^\circ:&\quad \tan^2\theta_0=43/34,&\theta_0&=48.4^\circ .
\label{eq:numbers}
\end{align}
In the $ab$ plane the balance can be seen directly. There $\sin^2\theta_0=43/85$ and $\cos^2\theta_0=42/85$, so the growth along $a$ contributes $42\times43/85$ and the shrinkage along $b$ contributes $-43\times42/85$.

The cone is not circular. Cut it by the plane $x_b=1$, where $x_i$ are coordinates along the axes. Replacing $n_i$ by $x_i$ in \eqref{eq:cone} and dividing by 43 gives
\begin{equation}
\frac{x_a^2}{43/42}+\frac{x_c^2}{43/34}=1 ,
\end{equation}
an ellipse with semi-axes $\sqrt{43/42}=1.012$ along $a$ and $\sqrt{43/34}=1.125$ along $c$. The cone is wider towards $c$ because $c$ expands less than $a$: a line must lean further from $b$ before the growth compensates the shrinkage.

\subsection{When such a cone exists}

If all three coefficients were positive, each term of \eqref{eq:alphan} would be non-negative and at least one would be positive, so no direction could have zero expansion. The same holds, with signs reversed, for three negative coefficients. Coefficients of both signs, none of them zero, give a cone about the axis whose sign differs from the other two.

The borderline cases follow from the same equation. If $\alpha_b$ rises to zero while the others stay positive, \eqref{eq:theta0} gives $\theta_0=0$, and the cone closes onto the $b$ axis. If instead $\alpha_a=0$ while $\alpha_b<0<\alpha_c$, the condition becomes $\alpha_cx_c^2=-\alpha_bx_b^2$. This describes two planes that contain the $a$ axis. If $\alpha_a=\alpha_c>0$ and $\alpha_b<0$, then $A$ no longer depends on $\phi$, and the cone is circular.

\subsection{Contracting and expanding directions}

Since $\cos^2\theta=1-\sin^2\theta$, equation \eqref{eq:A} can be written
\begin{equation}
\alpha(\theta,\phi)=\alpha_b+\left[A(\phi)-\alpha_b\right]\sin^2\theta .
\label{eq:monotone}
\end{equation}
The bracket is positive, so the expansion grows steadily as $\theta$ goes from 0 to $90^\circ$. Each azimuth has one zero in this range. Directions inside the cone, nearer to $b$, contract on heating, and directions outside it expand.

The share of all directions that contract is a ratio of solid angles. One nappe of the cone covers
\begin{equation}
\int_0^{2\pi}d\phi\int_0^{\theta_0(\phi)}\sin\theta\,d\theta
=\int_0^{2\pi}\left[1-\cos\theta_0(\phi)\right]d\phi .
\end{equation}
There are two nappes, and the full sphere has solid angle $4\pi$. The contracting fraction is therefore
\begin{equation}
f=1-\frac{1}{2\pi}\int_0^{2\pi}\cos\theta_0\,d\phi,
\qquad
\cos\theta_0=\sqrt{\frac{A(\phi)}{A(\phi)-\alpha_b}} .
\end{equation}
The second relation follows from $\cos^2\theta_0=1/(1+\tan^2\theta_0)$. Numerical quadrature gives $f=31.6\%$.

The average over all directions is nevertheless positive. By symmetry the sphere averages of $n_a^2$, $n_b^2$ and $n_c^2$ are equal, and they add up to one, so each is $1/3$. The mean coefficient is
\begin{equation}
\langle\alpha\rangle=\frac{\alpha_a+\alpha_b+\alpha_c}{3}
=\frac{42-43+34}{3}=11\ \text{ppm/K} .
\end{equation}
To first order the volume changes by the factor $\lambda_a\lambda_b\lambda_c\approx1+(\alpha_a+\alpha_b+\alpha_c)\Delta T$. The volume coefficient is thus 33 ppm/K: the crystal as a whole expands although it has directions of zero expansion.

\subsection{A line of constant length still tilts}

Per kelvin, the tip of the unit line $\mathbf n$ moves by the vector $\mathbf v=(\alpha_an_a,\alpha_bn_b,\alpha_cn_c)$, if its other end and the directions of the crystal axes are held fixed. The component of $\mathbf v$ along the line is $\mathbf n\cdot\mathbf v=\alpha(\mathbf n)$. On the cone this is zero, so the whole displacement is perpendicular to the line and appears as a tilt. In the $ab$ plane, \eqref{eq:theta0} gives
\begin{equation}
\sin^2\theta_0=\frac{-\alpha_b}{\alpha_a-\alpha_b},\qquad
\cos^2\theta_0=\frac{\alpha_a}{\alpha_a-\alpha_b},
\label{eq:sincos}
\end{equation}
and the squared tilt rate is
\begin{align}
|\mathbf v|^2&=\alpha_a^2\sin^2\theta_0+\alpha_b^2\cos^2\theta_0
=\frac{-\alpha_a^2\alpha_b+\alpha_a\alpha_b^2}{\alpha_a-\alpha_b}\notag\\
&=\frac{-\alpha_a\alpha_b(\alpha_a-\alpha_b)}{\alpha_a-\alpha_b}
=-\alpha_a\alpha_b .
\label{eq:tilt}
\end{align}
The rate is $\sqrt{42\times43}=42.5$ microradians per kelvin. Replacing $a$ by $c$ gives $\sqrt{34\times43}=38.2$ microradians per kelvin in the $bc$ plane. The tip moves outwards along $a$ or $c$ and inwards along $b$, so the line turns away from $b$.

Take a free crystal that is heated from 25 to $450\,^\circ$C, a rise of 425 K. The displacement perpendicular to the line is $|\mathbf v|\Delta T=42.5\times10^{-6}\times425=0.01806$, while the component along the line remains one. The tilt angle $\psi$ obeys $\tan\psi=0.01806$, which gives $\psi=1.03^\circ$.

\subsection{Unchanged length over a finite rise}

The tilt makes the line slightly longer. On the cone the term linear in $\Delta T$ in \eqref{eq:rsq} vanishes but the quadratic one does not, so $r^2=1+\tan^2\psi$, and $r\approx1+\psi^2/2$. The lines whose initial and final lengths are equal must therefore lie slightly inside the cone, where the linear term is negative.

Their angle $\theta_L$ follows from $r^2=1$, that is, from $\sum_i(\lambda_i^2-1)n_i^2=0$. Because $\lambda_i^2-1=2\alpha_i\Delta T(1+\alpha_i\Delta T/2)$, the condition in the $ab$ plane is
\begin{equation}
\tan^2\theta_L=\frac{-\alpha_b}{\alpha_a}\;
\frac{1+\alpha_b\Delta T/2}{1+\alpha_a\Delta T/2} .
\end{equation}
Take logarithms and use $\ln(1+x)\approx x$ for small $x$:
\begin{equation}
\ln\tan^2\theta_L-\ln\tan^2\theta_0\approx-\tfrac12(\alpha_a-\alpha_b)\Delta T .
\label{eq:logshift}
\end{equation}
A small change of angle alters the logarithm by
\begin{equation}
\delta\left(\ln\tan^2\theta\right)=\frac{2\,\delta\theta}{\sin\theta\cos\theta}
=\frac{4\,\delta\theta}{\sin2\theta} .
\label{eq:dlog}
\end{equation}
Combining the last two equations gives
\begin{equation}
\theta_L-\theta_0\approx-\frac{\sin2\theta_0}{8}(\alpha_a-\alpha_b)\Delta T .
\label{eq:lineshift}
\end{equation}
With $\sin2\theta_0\approx1$, the shift is $-85\times10^{-6}\times425/8=-0.0045$ rad, or $-0.26^\circ$. A numerical solution of $r=1$ gives the same value to these digits. The first-order cone is thus a good description of a free crystal over this range, provided that the coefficients are constant. Real NiSi does not meet this condition. If the coefficients are read as averages over the range, the result locates lines of equal initial and final length, but such lines still change length by several hundred ppm at intermediate temperatures.

\section{The cone from plane spacings, and what each derivation assumes}

\subsection{Symbols and results carried over}

The cell edges are $L_a,L_b,L_c$, with expansion coefficients $\alpha_a=42$, $\alpha_b=-43$ and $\alpha_c=34$ ppm/K. A temperature change $\Delta T$ multiplies edge $i$ by $\lambda_i=1+\alpha_i\Delta T$. A direction has angle $\theta$ from $b$ and azimuth $\phi$ from $a$ towards $c$, and $A(\phi)=\alpha_a\cos^2\phi+\alpha_c\sin^2\phi$. The stretching of lines gave $\alpha(\mathbf n)=\sum_i\alpha_in_i^2$ and a cone with $\tan^2\theta_0=-\alpha_b/A$. A line on the cone tilts away from $b$, by $\psi=1.03^\circ$ in the $ab$ plane for $\Delta T=425$ K. Lines in that plane whose length is the same before and after this rise lie at $\theta_0-0.26^\circ$.

The second derivation follows no line in the material. It starts from the distance between lattice planes, which is the quantity that diffraction measures.

Following material lines has given the cone of zero linear expansion, together with the tilt of its lines and the small shift for lines of equal initial and final length. It remains to derive the cone from plane spacings, to compare what the two derivations assume, and to see what changes when NiSi is attached to silicon.

All numerical values are calculated from the stated model.
